# Is the electron's g = 2 a consequence of Lorentz invariance?

**Question**

The Dirac equation in a magnetic field gives a spin magnetic moment with $g=2$. The Schrödinger equation contains no spin, and in the Pauli equation the spin term seems to be put in by hand. I concluded that $g=2$ is a relativistic effect, forced by Lorentz invariance. But the term $\mu_B\,\boldsymbol\sigma\cdot\mathbf B$ survives when the speed of light goes to infinity, which is odd for a relativistic effect. Does Lorentz invariance really fix $g$, and if not, what does?

**Answer**

Lorentz invariance is neither necessary nor sufficient for $g=2$. A Galilean-covariant equation gives the same value, and a Lorentz-covariant equation can give any other. The value comes from a first-order wave equation whose operator is one of two first-order factors of the free energy-momentum relation ($2E-p^2$ in the Galilean case below), coupled minimally to the field, with no further magnetic term.

I use atomic units, $\hbar=m=e=1$, with electron charge $-1$. The potential energy is $U$, $\mathbf B=\nabla\times\mathbf A$, and minimal coupling means $\mathbf p\to\boldsymbol\pi=\mathbf p+\mathbf A$ and $E\to\varepsilon=i\partial_t-U$. The Bohr magneton is $1/2$, so the spin energy is $\frac g2\,\mathbf S\cdot\mathbf B$, and the two spin states are split by $gB/2$.

**Linearizing the Schrödinger equation**

For a free particle $2E-p^2=0$. We look for constant square matrices such that

$$\Theta=RE+\mathbf N\cdot\mathbf p+C,\qquad \Theta'=R'E+\mathbf N'\cdot\mathbf p+C',\qquad \Theta'\Theta=2E-p^2 .$$

Comparing powers of $E$ and $\mathbf p$ gives

$$R'R=0,\quad C'C=0,\quad R'C+C'R=2,$$
$$R'N_j+N_j'R=0,\quad C'N_j+N_j'C=0,\quad N_j'N_k+N_k'N_j=-2\delta_{jk}.$$

Define $N_4=i(R+C/2)$ and $N_5=R-C/2$, and likewise with primes. All six conditions then become

$$N_m'N_n+N_n'N_m=-2\delta_{mn},\qquad m,n=1,\dots,5 .$$

For instance, $N_4'N_4=-\tfrac12(R'C+C'R)=-1$.

Since $N_5'N_5=-1$, $N_5$ is invertible. Multiplying $\Theta$ from the left by a constant matrix, and $\Theta'$ from the right by its inverse, leaves $\Theta'\Theta$ unchanged. We use this freedom to set $N_5=-i$, and then $N_5'=-i$ too. The conditions with $n=5$, $m\le4$ now read $N_m'=-N_m$. Writing $\Gamma_m=N_m$ for $m\le 4$, what remains is

$$\Gamma_m\Gamma_n+\Gamma_n\Gamma_m=2\delta_{mn}.$$

Solving back, $R=\frac12(N_5-iN_4)=-iP_+$ and $C=-iN_4-N_5=2iP_-$, with $P_\pm=\frac12(1\pm\Gamma_4)$. After multiplication by $i$ the wave equation is

$$\left(P_+E+i\boldsymbol\Gamma\cdot\mathbf p-2P_-\right)\psi=0 .$$

At least four components are needed. Each of the 16 products of distinct $\Gamma$'s, except the unit matrix, anticommutes with some $\Gamma_m$ and so has zero trace. Multiplying a linear relation among the products by the inverse of one of them and taking the trace shows that its coefficient vanishes. The 16 products are therefore independent, and $N\times N$ matrices can hold them only if $N^2\ge16$.

**Switching on the field**

Couple minimally and write $\psi_\pm=P_\pm\psi$. Because $\Gamma_4$ anticommutes with $\Gamma_{1,2,3}$, we have $P_\pm\Gamma_j=\Gamma_jP_\mp$, and projecting the equation with $P_+$ and $P_-$ gives

$$\varepsilon\psi_++i\boldsymbol\Gamma\cdot\boldsymbol\pi\,\psi_-=0,\qquad i\boldsymbol\Gamma\cdot\boldsymbol\pi\,\psi_+=2\psi_- .$$

The second equation has no time derivative, so $\psi_-$ can be eliminated without approximation:

$$\varepsilon\psi_+=\tfrac12(\boldsymbol\Gamma\cdot\boldsymbol\pi)^2\psi_+ .$$

The squares $\Gamma_j^2=1$ give $\pi^2$, and the cross terms give commutators:

$$(\boldsymbol\Gamma\cdot\boldsymbol\pi)^2=\pi^2+\sum_{j<k}\Gamma_j\Gamma_k[\pi_j,\pi_k],\qquad [\pi_1,\pi_2]=-i(\partial_1A_2-\partial_2A_1)=-iB_3 .$$

Define $S_3=-\frac i2\Gamma_1\Gamma_2$ and its cyclic partners. These are the spin operators:

- They rotate $\boldsymbol\Gamma$ as a vector, for example $[S_3,\Gamma_1]=i\Gamma_2$.
- $S_1S_2=\frac14\Gamma_1\Gamma_2=-S_2S_1$, so $[S_1,S_2]=\frac12\Gamma_1\Gamma_2=iS_3$.
- Each $S_j^2=\frac14$, so the spin is 1/2.

Since $\Gamma_1\Gamma_2=2iS_3$, the first cross term is $(2iS_3)(-iB_3)=2S_3B_3$. Altogether

$$i\partial_t\psi_+=\left[\tfrac12\pi^2+U+\mathbf S\cdot\mathbf B\right]\psi_+ .$$

Comparison with $\frac g2\mathbf S\cdot\mathbf B$ gives $g=2$, whichever matrices $\Gamma$ were chosen. For $4\times4$ matrices only multiples of the unit matrix commute with all $\Gamma_m$, so $\mathbf S$ is the only possible spin. Larger matrices leave room for an extra angular momentum that commutes with every $\Gamma_m$; it does not couple to $\mathbf B$, and $g=2$ then refers to $\mathbf S$ alone. No speed of light has appeared.

With $\Gamma_4=\mathrm{diag}(1,-1)$ and $i\boldsymbol\Gamma\cdot\boldsymbol\pi=\begin{pmatrix}0&-\boldsymbol\sigma\cdot\boldsymbol\pi\\ \boldsymbol\sigma\cdot\boldsymbol\pi&0\end{pmatrix}$ we get the usual form of the Lévy-Leblond equation,

$$\varepsilon\varphi=\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi,\qquad \boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi=2\chi ,$$

where $\mathbf S=\boldsymbol\sigma/2$ and $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+\boldsymbol\sigma\cdot\mathbf B$.

**Is this equation really Galilean?**

Take $\mathbf x'=\mathbf x-\mathbf vt$, $t'=t$, and let the external fields transform as $\mathbf A'=\mathbf A$, $U'=U+\mathbf v\cdot\mathbf A$, so that $\mathbf B'=\mathbf B$. This concerns given external fields; it does not make Maxwell's equations Galilean. To be general, add a Pauli term with a real constant $a$ and name the two residuals

$$R_1=\varepsilon\varphi-\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi-\tfrac a2\boldsymbol\sigma\cdot\mathbf B\,\varphi,\qquad R_2=\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi-2\chi .$$

The transformed wave function is

$$\varphi'=e^{if}\varphi,\qquad \chi'=e^{if}\left(\chi-\tfrac12\boldsymbol\sigma\cdot\mathbf v\,\varphi\right),\qquad f=-\mathbf v\cdot\mathbf x+\tfrac12v^2t .$$

Since $\nabla'=\nabla$ and $\partial_{t'}=\partial_t+\mathbf v\cdot\nabla$, we have $\varepsilon'=\varepsilon-\mathbf v\cdot\boldsymbol\pi$. Moving the phase to the left, with $\nabla f=-\mathbf v$ and $\partial_tf=\frac12v^2$, gives

$$\boldsymbol\pi'e^{if}=e^{if}(\boldsymbol\pi-\mathbf v),\qquad \varepsilon'e^{if}=e^{if}\left(\varepsilon-\mathbf v\cdot\boldsymbol\pi+\tfrac12v^2\right).$$

In $R_2'$ the two terms $\mp\boldsymbol\sigma\cdot\mathbf v\,\varphi$ cancel, so $R_2'=e^{if}R_2$. For the first residual,

$$e^{-if}R_1'=R_1+\left(-\mathbf v\cdot\boldsymbol\pi+\tfrac12v^2\right)\varphi+\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)(\boldsymbol\sigma\cdot\mathbf v)\varphi+\boldsymbol\sigma\cdot\mathbf v\,\chi-\tfrac12v^2\varphi .$$

The $v^2$ terms cancel. Inserting $(\boldsymbol\sigma\cdot\boldsymbol\pi)(\boldsymbol\sigma\cdot\mathbf v)=2\mathbf v\cdot\boldsymbol\pi-(\boldsymbol\sigma\cdot\mathbf v)(\boldsymbol\sigma\cdot\boldsymbol\pi)$ leaves

$$R_1'=e^{if}\left(R_1-\tfrac12\boldsymbol\sigma\cdot\mathbf v\,R_2\right).$$

If both residuals vanish in one frame, they vanish in the other. This holds for every $a$. Eliminating $\chi$ with the Pauli term present gives the spin energy $\frac12(1+a)\boldsymbol\sigma\cdot\mathbf B$, hence $g=2(1+a)$. Galilean invariance does not fix $g$ either.

**Minimal coupling alone is not enough**

Because $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, the free Hamiltonian can be written as

$$H=\tfrac\lambda2(\boldsymbol\sigma\cdot\mathbf p)^2+\tfrac{1-\lambda}2p^2$$

with any $\lambda$. Replacing $\mathbf p$ by $\boldsymbol\pi$ turns it into $\frac12\pi^2+\frac\lambda2\boldsymbol\sigma\cdot\mathbf B$, so $g=2\lambda$. The second-order form is ambiguous because the components of $\mathbf p$ commute and those of $\boldsymbol\pi$ do not. In the first-order equation $\mathbf p$ appears linearly, and there is no ordering to choose. First order by itself is not enough either. The system $\varepsilon\varphi=\boldsymbol\pi\cdot\boldsymbol\eta$, $\boldsymbol\pi\varphi=2\boldsymbol\eta$, with a two-spinor $\varphi$ and three two-spinors $\eta_j$, is first order and minimally coupled, yet it gives $\varepsilon\varphi=\frac12\pi^2\varphi$ and $g=0$. It has no first-order partner $\Theta'$: the factorization makes $R$ an invertible matrix times $P_+$, whose rank is half the matrix size because $\Gamma_4$ is traceless, whereas here $R$ has rank 2 out of 8. It is the condition $\Theta'\Theta=2E-p^2$ that forces the $\Gamma$ algebra, and with it $g=2$.

**Lorentz invariance with any g**

The Dirac equation can also carry a Pauli term:

$$\left(c\gamma^\mu\pi_\mu-c^2+\tfrac a4\sigma^{\mu\nu}F_{\mu\nu}\right)\psi=0,\qquad \sigma^{\mu\nu}=\tfrac i2[\gamma^\mu,\gamma^\nu].$$

Here $c\pi_0=\varepsilon$, and $F_{\mu\nu}$ contains $\mathbf B$ and the electric field divided by $c$. A Lorentz transformation $\Lambda$ acts on spinors by a matrix $L$ with $L\gamma^\mu L^{-1}=(\Lambda^{-1})^\mu{}_\alpha\gamma^\alpha$. Therefore

$$L\,\sigma^{\mu\nu}F_{\mu\nu}L^{-1}=\sigma^{\alpha\beta}(\Lambda^{-1})^\mu{}_\alpha(\Lambda^{-1})^\nu{}_\beta F_{\mu\nu}=\sigma^{\alpha\beta}F'_{\alpha\beta},$$

and the new term is as covariant as the others, for every $a$.

In a static, purely magnetic field $F_{12}=-B_3$ and cyclic, so $\sigma^{\mu\nu}F_{\mu\nu}=-2\boldsymbol\Sigma\cdot\mathbf B$. Multiplying the equation by $\beta=\gamma^0$ gives

$$H=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta c^2+\tfrac a2\beta\,\boldsymbol\Sigma\cdot\mathbf B .$$

Set the energy to $c^2+\epsilon$ and the lower component to $\chi/c$. The two rows become

$$\left(\epsilon-\tfrac a2\boldsymbol\sigma\cdot\mathbf B\right)\varphi=\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi,\qquad 2\chi+\frac1{c^2}\left(\epsilon+\tfrac a2\boldsymbol\sigma\cdot\mathbf B\right)\chi=\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi .$$

For $c\to\infty$ at fixed $\epsilon$, $a$ and $\mathbf B$ this is the Lévy-Leblond equation with its Pauli term. The leading Foldy-Wouthuysen Hamiltonian is thus $c^2+\frac12\pi^2+\frac12(1+a)\boldsymbol\sigma\cdot\mathbf B$. This answers your puzzle: the moment survives the limit because the structure that produces it survives. (In Gaussian units $\mathbf A$ and $\mathbf B$ enter as $\mathbf A/c$ and $\mathbf B/c$, in the orbital and the spin coupling alike; the limit is then taken with these combinations fixed.)

**What relativity does change**

Take a uniform field along $z$ and $p_z=0$. The matrix $\beta\Sigma_z$ commutes with $\alpha_x$, $\alpha_y$ and $\beta$, so its eigenvalue $\tau=\pm1$ is conserved. Without the Pauli term, $H^2=c^4+c^2(\pi^2+\Sigma_zB)$. Since $[\pi_x,\pi_y]=-iB$, $\pi^2$ is an oscillator with values $(2N+1)B$, and the bracket equals $2nB$. On the positive branch

$$E=\sqrt{c^4+2nBc^2}+\tfrac12\tau aB .$$

In the upper component, spin up has $\tau=1$, $n=N+1$, and spin down has $\tau=-1$, $n=N$. For $N=0$ the splitting divided by $B/2$ is

$$g_{\rm eff}=\frac{2c^2}{B}\left(\sqrt{1+\frac{2B}{c^2}}-1\right)+2a=2(1+a)-\frac B{c^2}+\dots$$

Diagonalizing $H$ with $a=0.3$ gives $g_{\rm eff}=2.59502$ at $B/c^2=0.005$ and $2.59969$ at $B/c^2=0.0003125$, approaching $2.6$. For a free electron with $B\ll c^2$, relativity supplies the small correction to this level splitting, not its leading value. For a bound electron the correction depends on the binding and need not be small: the Dirac 1s state of a hydrogen-like ion with a point nucleus has $g=\frac23\left(1+2\sqrt{1-Z^2/c^2}\right)$, which is $1.99996$ for $Z=1$ and $1.735$ for $Z=82$.

**A worked case**

This model uses the free-electron mass and no crystal. It does not describe a semiconductor channel, where the mass is the band mass and spin-orbit coupling, itself a relativistic effect, mixes bands and changes the leading value of the effective $g$ (about $-0.4$ in GaAs and about $-50$ in InSb). Let a model electron move in a channel $U=\frac12\omega_0^2x^2$, with $\mathbf A=(0,Bx,0)$ and $p_y=p_z=0$. Then $\pi^2=p_x^2+B^2x^2$, and the levels are

$$E=\Omega\left(n+\tfrac12\right)\pm\tfrac12(1+a)B,\qquad \Omega^2=B^2+\omega_0^2 .$$

In atomic units a magnetic length $\ell$ means $B=1/\ell^2$, and an oscillator length $\ell_0$ means $\omega_0=1/\ell_0^2$. For $\ell=100$ Å and $\ell_0=50$ Å, and with these quantities expressed as energies ($B$ as the cyclotron energy $\hbar eB/m$), $B=0.000762$ eV and $\omega_0=0.003048$ eV, so $\Omega=0.0031418$ eV. The Bohr magneton times the field is $0.000381$ eV.

- For $a=0$ the lowest pair lies at $0.0015709\pm0.0003810$ eV, that is $0.0019519$ and $0.0011899$ eV. The splitting gives $g=0.000762/0.000381=2.00$.
- For $a=0.5$ the splitting is $0.001143$ eV, and $g=0.001143/0.000381=3.00$.
- For $a=-1$ both levels lie at $0.0015709$ eV, and $g=0$.

The numerical check obtains these levels by diagonalizing the coupled first-order equations, not from the level formula.

At this field, without the channel and with $a=0$, the relativistic shift of $g_{\rm eff}$ is $-1.5\times10^{-9}$. The tabulated electron value, $2.00232$, differs from 2 by far more. It fits either equation with $a=0.00116$, but here $a$ is an input and neither equation predicts it. The proton also has spin 1/2, and its tabulated $g$ factor, defined with its own charge and mass, is $5.586$. Lorentz invariance accommodates both values.

## Computed values

```
Independent products of the four matrices: 16
Magnetic length: 100 angstrom
Channel oscillator length: 50 angstrom
Cyclotron energy B: 0.0007620 eV
Channel energy omega0: 0.0030480 eV
Combined energy Omega: 0.0031418 eV
Bohr magneton times field: 0.0003810 eV
Levy-Leblond equation, lowest pair of levels:
 no Pauli term: up 0.0019519 eV, down 0.0011899 eV
   splitting 0.0007620 eV, g = 2.00000
 a = -1: up 0.0015709 eV, down 0.0015709 eV
   splitting 0.0000000 eV, g = 0.00000
 a = 0.5: up 0.0021424 eV, down 0.0009994 eV
   splitting 0.0011430 eV, g = 3.00000
 electron anomaly: up 0.0019523 eV, down 0.0011895 eV
   splitting 0.0007629 eV, g = 2.00232
Minimal coupling of lambda (sigma.p)^2/2 + (1-lambda) p^2/2:
 lambda = 0.00: g = 0.00000
 lambda = 0.35: g = 0.70000
 lambda = 1.00: g = 2.00000
Dirac-Pauli equation, a = 0.3, limit 2(1+a) = 2.60000:
 B/c^2 = 0.0050000: g = 2.5950248
 B/c^2 = 0.0012500: g = 2.5987516
 B/c^2 = 0.0003125: g = 2.5996876
B/c^2 for magnetic length 100 angstrom: 1.491e-09
Relativistic shift of g there, no trap, a = 0: -1.491e-09
Tabulated electron g factor (magnitude): 2.00231930
Tabulated proton g factor: 5.585695
```
